# Charge-constrained density fitting: residual cost and long-range potentials: a program that tests the result

```python
"""Charge-constrained density fitting in the Coulomb metric (atomic units).

Result under test: minimizing (rho-fit|rho-fit) with the fitted charge fixed
to N gives c = c0 + lam*J^-1 q, lam = delta/C, C = q.J^-1 q, where c0 is the
free fit and delta = N - q.c0 its missing charge.  The residual rises by
delta^2/C, while the monopole error of the distant potential disappears.
J: Coulomb matrix of the fitting functions; q: their charges; b: their
Coulomb integrals with rho; g: fitting-space function with coefficients J^-1 q.
Also tested: what this does in lattices, joint fits and periodic fits.
All Gaussians are spherical and normalized to unit charge.
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.linalg import null_space
from scipy.special import erf

HARTREE_EV = physical_constants["Hartree energy in eV"][0]


def coulomb(exp1, pos1, exp2, pos2):
    """Coulomb integrals between two sets of unit-charge Gaussians."""
    dist = np.linalg.norm(pos1[:, None, :] - pos2[None, :, :], axis=2)
    mu = np.sqrt(exp1[:, None] * exp2 / (exp1[:, None] + exp2))
    safe = np.where(dist < 1e-12, 1.0, dist)
    return np.where(dist < 1e-12, 2 * mu / np.sqrt(np.pi),
                    erf(mu * safe) / safe)


def on_axis(z):
    return np.column_stack([np.zeros(len(z)), np.zeros(len(z)), z])


# Model fragment: doubly occupied orbital made of two s Gaussians
bond, orb_a, orb_b, mix, n_el = 2.0, 0.8, 0.4, 0.8, 2.0
overlap = ((2 * np.sqrt(orb_a * orb_b) / (orb_a + orb_b)) ** 1.5
           * np.exp(-orb_a * orb_b / (orb_a + orb_b) * bond ** 2))
rho_w = np.array([1.0, mix ** 2, 2 * mix * overlap])
rho_w *= n_el / (1 + mix ** 2 + 2 * mix * overlap)
rho_e = np.array([2 * orb_a, 2 * orb_b, orb_a + orb_b])
rho_z = np.array([0.0, bond, orb_b * bond / (orb_a + orb_b)])
aux_e = np.array([0.6, 2.4, 0.3, 1.2])
aux_z = np.array([0.0, 0.0, bond, bond])
q = np.ones(4)
rho_pos, aux_pos = on_axis(rho_z), on_axis(aux_z)

J = coulomb(aux_e, aux_pos, aux_e, aux_pos)
b = coulomb(aux_e, aux_pos, rho_e, rho_pos) @ rho_w
self_rho = rho_w @ coulomb(rho_e, rho_pos, rho_e, rho_pos) @ rho_w


def residual(c):
    return self_rho - 2 * c @ b + c @ J @ c


c_free = np.linalg.solve(J, b)
g = np.linalg.solve(J, q)
cap = q @ g
delta = n_el - q @ c_free
lam = delta / cap
c_con = c_free + lam * g
res_free, res_con = residual(c_free), residual(c_con)

# Independent constrained minimum: search only charge-conserving coefficients
start = n_el * q / (q @ q)
Z = null_space(q[None, :])
c_null = start + Z @ np.linalg.solve(Z.T @ J @ Z, Z.T @ (b - J @ start))
assert np.allclose(c_null, c_con, atol=1e-9)
assert abs(residual(c_null) - res_free - delta ** 2 / cap) < 1e-11
assert abs(delta) > 1e-5 and res_con > res_free

# Error densities as lists of Gaussians; origin at the centroid of g
z_g = g @ aux_z / cap
err_e = np.concatenate([rho_e, aux_e])
err_z = np.concatenate([rho_z, aux_z]) - z_g
err_free = np.concatenate([rho_w, -c_free])
err_con = np.concatenate([rho_w, -c_con])


def potential(points, weights):
    out = np.zeros(len(points))
    for w, ex, z in zip(weights, err_e, err_z):
        r = np.sqrt(points[:, 0] ** 2 + points[:, 1] ** 2
                    + (points[:, 2] - z) ** 2)
        out += w * erf(np.sqrt(ex) * r) / r
    return out


def field(points, weights):
    out = np.zeros_like(points)
    for w, ex, z in zip(weights, err_e, err_z):
        d = points - np.array([0.0, 0.0, z])
        r = np.linalg.norm(d, axis=1)
        radial = (erf(np.sqrt(ex) * r) / r ** 2
                  - 2 * np.sqrt(ex / np.pi) * np.exp(-ex * r ** 2) / r)
        out += (w * radial / r)[:, None] * d
    return out


cos_t, w_t = np.polynomial.legendre.leggauss(100)
sin_t = np.sqrt(1 - cos_t ** 2)


def sphere_points(radius, cosine=cos_t, sine=sin_t):
    return radius * np.column_stack([sine, np.zeros_like(sine), cosine])


def field_energy(weights, r_split):
    """Integral of |E|^2/(4 pi), inside and outside a sphere."""
    x, wx = np.polynomial.legendre.leggauss(20)
    inside = outside = 0.0
    for left in np.arange(0.0, r_split, 1.0):
        for r, wr in zip(left + (x + 1) / 2, wx / 2):
            e2 = (field(sphere_points(r), weights) ** 2).sum(axis=1)
            inside += 0.5 * wr * r ** 2 * (w_t @ e2)
    for u, wu in zip((x + 1) / (2 * r_split), wx / (2 * r_split)):
        e2 = (field(sphere_points(1 / u), weights) ** 2).sum(axis=1)
        outside += 0.5 * wu * u ** -4 * (w_t @ e2)
    return inside, outside


r_split = 12.0
in_free, out_free = field_energy(err_free, r_split)
in_con, out_con = field_energy(err_con, r_split)
assert abs(in_free + out_free - res_free) < 1e-6 * res_free
assert abs(in_con + out_con - res_con) < 1e-6 * res_con
assert in_con > in_free and out_con < out_free

# Distant potential of one fragment
dipole = err_con @ err_z
quad_free, quad_con = err_free @ err_z ** 2, err_con @ err_z ** 2


def rms(radius, weights):
    return np.sqrt(w_t @ potential(sphere_points(radius), weights) ** 2 / 2)


r_test = 20.0
gain = rms(r_test, err_free) ** 2 - rms(r_test, err_con) ** 2
gain_formula = (delta ** 2 / r_test ** 2
                + (quad_free ** 2 - quad_con ** 2) / (5 * r_test ** 6))
assert abs(gain / gain_formula - 1) < 5e-3

r_safe = (abs(dipole) + np.sqrt(dipole ** 2 + 2 * abs(delta * quad_con))
          ) / abs(delta)
scan_cos = np.linspace(-1, 1, 181)
scan_sin = np.sqrt(1 - scan_cos ** 2)
last_worse = 0.0
for radius in np.geomspace(4.0, 20 * max(r_safe, 5.0), 500):
    pts = sphere_points(radius, scan_cos, scan_sin)
    if np.any(abs(potential(pts, err_con)) > abs(potential(pts, err_free))):
        last_worse = radius
# 20 percent margin for multipoles beyond the quadrupole
assert last_worse < 1.2 * max(r_safe, 5.0)

# Lattices of separately fitted fragments
a = 10.0


def cells(ax, ay, az):
    axes = [np.arange(-int(s), int(s) + 1) for s in (ax, ay, az)]
    n = np.stack(np.meshgrid(*axes, indexing="ij"), -1).reshape(-1, 3)
    keep = ((n / np.array([ax, ay, az])) ** 2).sum(axis=1) <= 1
    return a * n[keep].astype(float)


lattice_rows = []
for dim, k1, k2 in [(1, 200.5, 400.5), (2, 100.5, 200.5), (3, 12.5, 24.5)]:
    small = cells(*([k1] * dim + [0.5] * (3 - dim)))
    large = cells(*([k2] * dim + [0.5] * (3 - dim)))
    grow_free, grow_con = [potential(large, w).sum()
                           - potential(small, w).sum()
                           for w in (err_free, err_con)]
    law = {1: 2 * np.log(k2 / k1), 2: 2 * np.pi * (k2 - k1),
           3: 2 * np.pi * (k2 ** 2 - k1 ** 2)}[dim] * delta / a
    # 2 percent covers the granularity of the lattice at the region's edge
    assert abs(grow_free / law - 1) < 0.02
    assert abs(grow_con) < 0.01 * abs(grow_free)
    lattice_rows.append((dim, k1 * a, k2 * a, grow_free, law, grow_con))

# Dipole errors survive the constraint: field depends on the sample's shape
ecc = np.sqrt(3.0)  # oblate spheroid with axis ratio 2
depol = (1 + ecc ** 2) / ecc ** 3 * (ecc - np.arctan(ecc))
field_diff = (field(cells(51.0, 51.0, 25.5), err_con)[:, 2].sum()
              - field(cells(20.5, 20.5, 20.5), err_con)[:, 2].sum())
field_law = -4 * np.pi * (depol - 1 / 3) * dipole / a ** 3
assert abs(field_diff / field_law - 1) < 0.02

# Rings of equivalent fragments in one joint free fit
ring_gap = 20.0
g_quad = g @ (aux_z - z_g) ** 2
ring_rows = []
for m in (2, 16, 128):
    ang = 2 * np.pi * np.arange(m) / m
    ring_r = ring_gap / (2 * np.sin(np.pi / m))
    sites = ring_r * np.column_stack([np.cos(ang), np.sin(ang), 0 * ang])
    pos_f = (sites[:, None, :] + aux_pos).reshape(-1, 3)
    pos_t = (sites[:, None, :] + rho_pos).reshape(-1, 3)
    exp_f, exp_t = np.tile(aux_e, m), np.tile(rho_e, m)
    c_ring = np.linalg.solve(coulomb(exp_f, pos_f, exp_f, pos_f),
                             coulomb(exp_f, pos_f, exp_t, pos_t)
                             @ np.tile(rho_w, m))
    e_ring = n_el - c_ring.reshape(m, 4).sum(axis=1)
    d = np.linalg.norm(sites[1:] - sites[0], axis=1)
    s1, s3 = (1 / d).sum(), (1 / d ** 3).sum()
    simple = delta / (1 + cap * s1)
    full = ((delta + 0.5 * s3 * (cap * quad_free - g_quad * delta))
            / (1 + cap * s1 - s3 * g_quad))
    assert np.ptp(e_ring) < 1e-9
    assert abs(e_ring[0] - full) < 0.01 * abs(delta)
    ring_rows.append((m, e_ring[0], simple, full))

# One global constraint on two distant fragments, the second fitted exactly
far = np.array([1000.0, 0.0, 0.0])
pos_f = np.vstack([aux_pos, aux_pos + far])
exp_f = np.tile(aux_e, 2)
pos_t = np.vstack([rho_pos, aux_pos[:1] + far])
exp_t = np.append(rho_e, aux_e[0])
J2 = coulomb(exp_f, pos_f, exp_f, pos_f)
b2 = coulomb(exp_f, pos_f, exp_t, pos_t) @ np.append(rho_w, n_el)
kkt = np.zeros((9, 9))
kkt[:8, :8], kkt[:8, 8], kkt[8, :8] = J2, -1.0, 1.0
c_pair = np.linalg.solve(kkt, np.append(b2, 2 * n_el))[:8]
pair_err = n_el - c_pair.reshape(2, 4).sum(axis=1)
assert np.allclose(pair_err, [delta / 2, -delta / 2],
                   rtol=0, atol=0.01 * abs(delta))

# Periodic Coulomb fit at Bloch wavevector k along z, by reciprocal sums
vol = a ** 3
idx = np.arange(-19, 20)
G = 2 * np.pi / a * np.stack(np.meshgrid(idx, idx, idx, indexing="ij"),
                             -1).reshape(-1, 3)
zero = int(np.argmin((G ** 2).sum(axis=1)))


def bloch_system(k, with_zero):
    K = G + np.array([0.0, 0.0, k])
    k2 = (K ** 2).sum(axis=1)
    F = np.exp(-k2 / (4 * aux_e[:, None]) - 1j * aux_z[:, None] * K[:, 2])
    R = rho_w @ np.exp(-k2 / (4 * rho_e[:, None])
                       - 1j * rho_z[:, None] * K[:, 2])
    kernel = np.zeros(len(K))
    use = np.ones(len(K), bool)
    use[zero] = with_zero
    kernel[use] = 4 * np.pi / (vol * k2[use])
    weighted = F.conj() * kernel
    return weighted @ F.T, weighted @ R, F[:, zero], R[zero]


J0, b0, f0, n0 = bloch_system(0.0, False)
c0_drop = np.linalg.solve(J0, b0)
g0 = np.linalg.solve(J0, f0.conj())
delta_drop = (n0 - f0 @ c0_drop).real
cap_drop = (f0 @ g0).real
lam_drop = delta_drop / cap_drop
c0_con = c0_drop + lam_drop * g0
bloch_rows = []
for k in (1e-1, 1e-2, 1e-3, 1e-4):
    Jk, bk, fk, nk = bloch_system(k, True)
    ck = np.linalg.solve(Jk, bk)
    e_k = nk - fk @ ck
    Jd, bd, fd, nd = bloch_system(k, False)
    v = 4 * np.pi / (vol * k ** 2)
    cap_k = (fd @ np.linalg.solve(Jd, fd.conj())).real
    e_formula = (nd - fd @ np.linalg.solve(Jd, bd)) / (1 + v * cap_k)
    assert abs(e_k - e_formula) < 1e-4 * abs(e_formula)
    bloch_rows.append((k, abs(e_k), v * abs(e_k)))
assert abs(v * e_k - lam_drop) < 0.02 * abs(lam_drop)
assert np.max(abs(ck - c0_con)) < 1e-3

print(f"bond length {bond:.1f} bohr; electrons {n_el:.1f}")
print(f"orbital exponents {orb_a}, {orb_b} bohr^-2; mixing {mix}")
print("fit exponents, centre A:", aux_e[:2], "bohr^-2")
print("fit exponents, centre B:", aux_e[2:], "bohr^-2")
print(f"orbital overlap {overlap:.6f}")
print("density Gaussian charges:", np.round(rho_w, 6), "electrons")
print("free coefficients:", np.round(c_free, 6), "electrons")
print("constrained coefficients:", np.round(c_con, 6), "electrons")
print(f"missing charge delta {delta:.8f} electrons")
print(f"capacitance C {cap:.6f} bohr")
print(f"multiplier lambda {lam:.8f} hartree per electron")
print(f"free residual {res_free:.10f} hartree")
print(f"constrained residual {res_con:.10f} hartree")
print(f"rise, direct {res_con-res_free:.6e} hartree")
print(f"rise, delta^2/C {delta**2/cap:.6e} hartree")
print(f"rise, direct {(res_con-res_free)*HARTREE_EV:.6e} eV")
print(f"field energy inside {r_split:.0f} bohr, free {in_free:.9f} hartree")
print(f"field energy inside, constrained {in_con:.9f} hartree")
print(f"field energy outside, free {out_free:.4e} hartree")
print(f"field energy outside, constrained {out_con:.4e} hartree")
print(f"centroid of g from centre A {z_g:.6f} bohr")
print(f"dipole error (both fits) {dipole:.6f} e bohr")
print(f"quadrupole error free {quad_free:.6f} e bohr^2")
print(f"quadrupole error constrained {quad_con:.6f} e bohr^2")
for radius in (5.0, 10.0, 20.0, 40.0):
    print(f"rms potential error at {radius:.0f} bohr: free "
          f"{rms(radius, err_free):.4e}, con {rms(radius, err_con):.4e} Eh/e")
print(f"safe radius from multipoles {r_safe:.2f} bohr")
print(f"largest scanned radius with a worse direction {last_worse:.2f} bohr")
print(f"lattice spacing {a:.1f} bohr")
for dim, r1, r2, free, law, con in lattice_rows:
    print(f"{dim}D growth, radius {r1:.0f} to {r2:.0f} bohr: free {free:.5e},"
          f" law {law:.5e}, con {con:.1e} Eh/e")
print(f"spheroid depolarization factor {depol:.6f}")
print(f"spheroid-ball field, sum {field_diff:.5e} Eh/(e bohr)")
print(f"spheroid-ball field, law {field_law:.5e} Eh/(e bohr)")
print(f"ring neighbour distance {ring_gap:.1f} bohr")
for m, direct, simple, full in ring_rows:
    print(f"ring of {m}: charge error {direct:.6e}, leading {simple:.6e},"
          f" with quadrupole {full:.6e} electrons")
print(f"distant pair separation {far[0]:.0f} bohr")
print(f"pair charge errors {pair_err[0]:.6e}, {pair_err[1]:.6e} electrons")
print(f"periodic fit without G=0: missing charge {delta_drop:.6e} electrons")
print(f"periodic C without G=0 {cap_drop:.6f} bohr")
print(f"periodic multiplier without G=0 {lam_drop:.6e} Eh/e")
for k, err, pot in bloch_rows:
    print(f"k={k:.0e} bohr^-1: charge error {err:.4e} electrons,"
          f" times v {pot:.6e} Eh/e")
print("done: every assertion held")
```

It prints:

```
bond length 2.0 bohr; electrons 2.0
orbital exponents 0.8, 0.4 bohr^-2; mixing 0.8
fit exponents, centre A: [0.6 2.4] bohr^-2
fit exponents, centre B: [0.3 1.2] bohr^-2
orbital overlap 0.315056
density Gaussian charges: [0.932797 0.59699  0.470214] electrons
free coefficients: [0.614603 0.751979 0.112817 0.580362] electrons
constrained coefficients: [0.596212 0.762092 0.029675 0.612021] electrons
missing charge delta -0.05976063 electrons
capacitance C 2.740306 bohr
multiplier lambda -0.02180801 hartree per electron
free residual 0.0280263197 hartree
constrained residual 0.0293295803 hartree
rise, direct 1.303261e-03 hartree
rise, delta^2/C 1.303261e-03 hartree
rise, direct 3.546353e-02 eV
field energy inside 12 bohr, free 0.027707863 hartree
field energy inside, constrained 0.029308841 hartree
field energy outside, free 3.1846e-04 hartree
field energy outside, constrained 2.0739e-05 hartree
centroid of g from centre A 1.722939 bohr
dipole error (both fits) 0.224062 e bohr
quadrupole error free -0.770461 e bohr^2
quadrupole error constrained -0.741934 e bohr^2
rms potential error at 5 bohr: free 1.3348e-02, con 5.9024e-03 Eh/e
rms potential error at 10 bohr: free 6.1245e-03, con 1.3369e-03 Eh/e
rms potential error at 20 bohr: free 3.0058e-03, con 3.2608e-04 Eh/e
rms potential error at 40 bohr: free 1.4962e-03, con 8.1018e-05 Eh/e
safe radius from multipoles 9.99 bohr
largest scanned radius with a worse direction 0.00 bohr
lattice spacing 10.0 bohr
1D growth, radius 2005 to 4005 bohr: free -8.26965e-03, law -8.26967e-03, con 6.9e-09 Eh/e
2D growth, radius 1005 to 2005 bohr: free -3.75379e+00, law -3.75487e+00, con 1.2e-05 Eh/e
3D growth, radius 125 to 245 bohr: free -1.66456e+01, law -1.66716e+01, con -2.7e-10 Eh/e
spheroid depolarization factor 0.527200
spheroid-ball field, sum -5.44102e-04 Eh/(e bohr)
spheroid-ball field, law -5.45861e-04 Eh/(e bohr)
ring neighbour distance 20.0 bohr
ring of 2: charge error -5.267708e-02, leading -5.255922e-02, with quadrupole -5.267855e-02 electrons
ring of 16: charge error -3.358537e-02, leading -3.340519e-02, with quadrupole -3.358758e-02 electrons
ring of 128: charge error -2.541252e-02, leading -2.528060e-02, with quadrupole -2.541418e-02 electrons
distant pair separation 1000 bohr
pair charge errors -2.996242e-02, 2.996242e-02 electrons
periodic fit without G=0: missing charge -1.736828e-01 electrons
periodic C without G=0 8.920901 bohr
periodic multiplier without G=0 -1.946920e-02 Eh/e
k=1e-01 bohr^-1: charge error 1.3836e-02 electrons, times v 1.738745e-02 Eh/e
k=1e-02 bohr^-1: charge error 1.5475e-04 electrons, times v 1.944643e-02 Eh/e
k=1e-03 bohr^-1: charge error 1.5493e-06 electrons, times v 1.946897e-02 Eh/e
k=1e-04 bohr^-1: charge error 1.5493e-08 electrons, times v 1.946919e-02 Eh/e
done: every assertion held
```
